# Born effective charge as a mixed derivative of the electric enthalpy: verification in Python

```python
"""
Result under test: for an insulator with electric enthalpy F(u, E),
    Born charge = d(cell dipole)/du = d(force)/dE = -d2F/(du dE),
where u is a cation-sublattice displacement and E the macroscopic field.
Model: parallel chains, one cation and one anion group per cell, g electrons
per cell in one (g-fold degenerate) filled band. Site levels are +DELTA
(cation) and -DELTA (anion); hopping is T0*exp(-BETA*(bond-A/2)).
Units: eV, nm, V/nm, elementary charge e. Electron charge is -e.
The periodic enthalpy uses a Berry phase; the open chain uses positions.
Parameters are round values in the rough regime of HfO2, not a fit to it.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, root

A = 0.40             # chain period, nm
VOLUME = 0.033       # cell volume, nm^3
DELTA = 3.0          # half gap, eV
T0 = 2.0             # hopping, eV
BETA = 7.0           # hopping decay, 1/nm
G = 4                # electrons per cell
CORE = 4.0           # cation core charge, e; anion-group core charge is 0
SPRING = 1700.0      # short-range repulsion constant, eV/nm^2
FIELD = 0.2          # working macroscopic field, V/nm (2 MV/cm)
NK = 30              # k points in finite-field calculations
EPS0 = const.epsilon_0 * 1e-9 / const.e     # e/(V nm)
TO_UC = const.e * 1e14 * 1e6                # e/nm^2 to uC/cm^2


def hopping(bond):
    return T0 * np.exp(-BETA * (bond - A / 2))


def coupling(u, n):
    k = 2 * np.pi * np.arange(n) / (n * A)
    return -(hopping(A / 2 + u) + hopping(A / 2 - u) * np.exp(1j * k * A))


def zero_field_orbitals(u, n):
    """Cation/anion amplitude ratio of the filled band."""
    h = coupling(u, n)
    return -h / (DELTA + np.sqrt(DELTA**2 + abs(h)**2))


z_ref = zero_field_orbitals(0.0, NK)
REFERENCE = G * np.mean(abs(z_ref)**2 / (1 + abs(z_ref)**2))


def functional(z, u, drive, repulsion=0.0, fixed_d=False):
    """Return value per cell, derivative by conj(z), and cell dipole.
    drive is E, or D/eps0 when fixed_d is true."""
    n = len(z)
    h = coupling(u, n)
    norm = 1 + abs(z)**2
    band = (DELTA * (abs(z)**2 - 1) + 2 * np.real(np.conj(z) * h)) / norm
    charge = G * np.mean(abs(z)**2 / norm)
    phase = np.exp(-2j * np.pi * (A / 2 + u) / (n * A))
    after, before = np.roll(z, -1), np.roll(z, 1)
    link = 1 + phase * np.conj(z) * after
    centre = -A / (2 * np.pi) * np.sum(np.angle(link))
    dipole = CORE * u - G * centre
    energy = (G * np.mean(band) + 0.5 * SPRING * u**2
              + 0.5 * repulsion * (charge - REFERENCE)**2)
    if fixed_d:
        field = drive - dipole / (EPS0 * VOLUME)
        value = energy + 0.5 * EPS0 * VOLUME * field**2
    else:
        field = drive
        value = energy - field * dipole
    slope = G / n * ((DELTA * z + h - band * z) / norm
                     + repulsion * (charge - REFERENCE) * z / norm**2)
    d_dipole = G * A / (4j * np.pi) * (
        phase * after / link
        - np.conj(phase) * before / np.conj(np.roll(link, 1)))
    return value, slope - field * d_dipole, dipole


def solve(u, drive, repulsion=0.0, fixed_d=False):
    start = zero_field_orbitals(u, NK)

    def residual(x):
        z = x[:NK] + 1j * x[NK:]
        s = NK * functional(z, u, drive, repulsion, fixed_d)[1]
        return np.concatenate([s.real, s.imag])

    found = root(residual, np.concatenate([start.real, start.imag]),
                 method="hybr", options={"xtol": 1e-12})
    assert np.max(abs(residual(found.x))) < 1e-7
    return found.x[:NK] + 1j * found.x[NK:]


def force(u, drive, repulsion=0.0, fixed_d=False):
    """Force with orbital amplitudes frozen at their stationary values."""
    z = solve(u, drive, repulsion, fixed_d)
    s = 1e-4
    plus = functional(z, u + s, drive, repulsion, fixed_d)[0]
    minus = functional(z, u - s, drive, repulsion, fixed_d)[0]
    return -(plus - minus) / (2 * s)


def dipole_at(u, drive, repulsion=0.0):
    return functional(solve(u, drive, repulsion), u, drive, repulsion)[2]


def three_charges(u, repulsion):
    s, e = 2e-4, 0.01
    from_dipole = (dipole_at(u + s, 0, repulsion)
                   - dipole_at(u - s, 0, repulsion)) / (2 * s)
    from_force = (force(u, e, repulsion) - force(u, -e, repulsion)) / (2 * e)
    s, e = 1e-3, 0.05
    mixed = 0.0
    for su in (1, -1):
        for se in (1, -1):
            z = solve(u + su * s, se * e, repulsion)
            mixed -= su * se * functional(
                z, u + su * s, se * e, repulsion)[0] / (4 * s * e)
    return from_dipole, from_force, mixed


def open_chain_forces(field, cells=25):
    """Forces on a central cation and anion, using the position operator."""
    size = 2 * cells
    x = (np.arange(size) - (size - 1) / 2) * A / 2
    levels = np.where(np.arange(size) % 2 == 1, DELTA, -DELTA)
    ham = np.diag(levels + field * x)
    ham -= T0 * (np.eye(size, k=1) + np.eye(size, k=-1))
    vectors = np.linalg.eigh(ham)[1][:, :cells]
    rho = vectors @ vectors.T
    forces = []
    for site, core in ((cells, CORE), (cells + 1, 0.0)):
        bonds = rho[site, site - 1] - rho[site, site + 1]
        forces.append(field * (core - G * rho[site, site])
                      - 2 * G * BETA * T0 * bonds)
    return np.array(forces)


def dense_charge(u, n=4000):
    s = 1e-4
    d = [functional(zero_field_orbitals(v, n), v, 0.0)[2]
         for v in (u + s, u - s)]
    return (d[0] - d[1]) / (2 * s)


# Equality of the three definitions, without and with electron repulsion.
U_POLAR, REPULSION = 0.01, 2.0
centro = three_charges(0.0, 0.0)
polar_free = three_charges(U_POLAR, 0.0)
polar_int = three_charges(U_POLAR, REPULSION)
for trio in (centro, polar_free, polar_int):
    assert abs(trio[0] / trio[1] - 1) < 1e-4
    assert abs(trio[2] / trio[1] - 1) < 1e-3   # finite-step error

# The finite-field stationary state is a local minimum.
z_field = solve(0.0, FIELD)
rng = np.random.default_rng(4)
for _ in range(20):
    noise = 1e-3 * (rng.normal(size=NK) + 1j * rng.normal(size=NK))
    assert (functional(z_field + noise, 0.0, FIELD)[0]
            > functional(z_field, 0.0, FIELD)[0])

# Closed two-band formula against Berry phase and open-chain forces.
half_angle = np.pi * np.arange(4000) / 4000
eps_k = np.sqrt(DELTA**2 + 4 * T0**2 * np.cos(half_angle)**2)
carried = G * np.mean((1 - DELTA / eps_k) / 2)
transfer = G * BETA * T0**2 * A * DELTA * np.mean(
    np.sin(half_angle)**2 / eps_k**3)
born = CORE - carried + transfer
berry = dense_charge(0.0)
small = 0.01
open_charges = (open_chain_forces(small)
                - open_chain_forces(-small)) / (2 * small)
assert abs(berry / born - 1) < 1e-4
assert abs(open_charges[0] / born - 1) < 1e-4
assert abs(open_charges.sum()) < 1e-4 * born
assert abs(centro[0] / born - 1) < 0.01        # finite k mesh

# Electronic permittivity and the force at fixed D.
alpha = G * np.mean(DELTA**2 * T0**2 * A**2 * np.sin(half_angle)**2
                    / (4 * eps_k**5))
eps_formula = 1 + alpha / (EPS0 * VOLUME)
alpha_mesh = (dipole_at(0, small) - dipole_at(0, -small)) / (2 * small)
eps_mesh = 1 + alpha_mesh / (EPS0 * VOLUME)
assert abs(eps_mesh / eps_formula - 1) < 0.01  # finite k mesh
charge_d = (force(0, small, fixed_d=True)
            - force(0, -small, fixed_d=True)) / (2 * small)
assert abs(charge_d * eps_mesh / centro[1] - 1) < 1e-4

# Lattice relaxation in the working field.
step = 2e-4
stiffness = -(force(step, 0) - force(-step, 0)) / (2 * step)
assert stiffness > 0
u_relaxed = brentq(lambda u: force(u, FIELD), 0.0, 0.005, xtol=1e-10)
p_relaxed = dipole_at(u_relaxed, FIELD) / VOLUME
kappa_direct = 1 + p_relaxed / (EPS0 * FIELD)
kappa_formula = eps_mesh + centro[1]**2 / (EPS0 * VOLUME * stiffness)
assert abs(kappa_direct / kappa_formula - 1) < 0.01  # weak nonlinearity

# Sizes of neglected effects.
nonlinear = open_chain_forces(FIELD)[0] / (FIELD * open_charges[0]) - 1
TEMPERATURE = 358.0
M_CATION, M_ANIONS = 178.5, 32.0
mass = M_CATION * M_ANIONS / (M_CATION + M_ANIONS) * const.atomic_mass
omega = np.sqrt(stiffness * const.e * 1e18 / mass)
ratio = const.hbar * omega / (2 * const.k * TEMPERATURE)
rms = np.sqrt(const.hbar / (2 * mass * omega) / np.tanh(ratio)) * 1e9
thermal_charge = (2 / 3 * dense_charge(0)
                  + (dense_charge(np.sqrt(3) * rms)
                     + dense_charge(-np.sqrt(3) * rms)) / 6)
zener = 2 / FIELD * quad(
    lambda e: 2 / A * np.arcsinh(np.sqrt(DELTA**2 - e**2) / (2 * T0)),
    -DELTA, DELTA)[0]
THICKNESS, BARRIER, BREAKDOWN = 5.0, 1.5, 0.5


def electrode_transmission(mass_ratio):
    scale = np.sqrt(2 * mass_ratio * const.m_e * const.e) / const.hbar * 1e-9
    action = quad(lambda x: np.sqrt(BARRIER - FIELD * x), 0, THICKNESS)[0]
    return np.exp(-2 * scale * action)


print(f"period {A:.2f} nm; cell volume {VOLUME:.3f} nm^3")
print(f"gap {2 * DELTA:.1f} eV; hopping {T0:.1f} eV; decay {BETA:.1f} /nm")
print(f"electrons per cell {G}; cation core charge {CORE:.1f} e")
print(f"repulsion spring {SPRING:.0f} eV/nm^2; k points {NK}")
print(f"working macroscopic field {FIELD * 10:.1f} MV/cm")
print(f"voltage around k-mesh ring {FIELD * NK * A:.2f} V")
print("-- Born charge of cation, centrosymmetric crystal")
print(f"electrons carried by cation {carried:.4f}")
print(f"static charge {CORE - carried:.4f} e")
print(f"bond-transfer charge {transfer:.4f} e")
print(f"closed formula {born:.4f} e")
print(f"Berry phase, dense mesh {berry:.4f} e")
print(f"open-chain force, cation {open_charges[0]:.4f} e")
print(f"open-chain force, anion group {open_charges[1]:.4f} e")
print(f"30-point mesh: dipole slope {centro[0]:.5f} e")
print(f"30-point mesh: force slope {centro[1]:.5f} e")
print(f"30-point mesh: mixed difference {centro[2]:.5f} e")
print(f"30-point mesh error {100 * (centro[0] / born - 1):.3f} %")
print(f"-- polar crystal, displacement {U_POLAR * 1000:.0f} pm")
print(f"no repulsion: dipole slope {polar_free[0]:.5f} e")
print(f"no repulsion: force slope {polar_free[1]:.5f} e")
print(f"repulsion {REPULSION:.1f} eV: dipole slope {polar_int[0]:.5f} e")
print(f"repulsion {REPULSION:.1f} eV: force slope {polar_int[1]:.5f} e")
print(f"repulsion {REPULSION:.1f} eV: mixed {polar_int[2]:.5f} e")
print(f"force at zero field, with repulsion "
      f"{force(U_POLAR, 0, REPULSION):.3f} eV/nm")
print("-- electrical boundary condition and lattice response")
print(f"electronic permittivity, formula {eps_formula:.4f}")
print(f"electronic permittivity, 30-point mesh {eps_mesh:.4f}")
print(f"force per D/eps0 {charge_d:.5f} e")
print(f"Born charge / permittivity {centro[1] / eps_mesh:.5f} e")
print(f"polarisation change for 1 pm "
      f"{born * 0.001 / VOLUME * TO_UC:.3f} uC/cm^2")
print(f"linear force at working field {born * FIELD:.4f} eV/nm")
print(f"lattice stiffness at fixed E {stiffness:.1f} eV/nm^2")
print(f"relaxed displacement {u_relaxed * 1000:.4f} pm")
print(f"relaxed polarisation {p_relaxed * TO_UC:.3f} uC/cm^2")
print(f"static permittivity, direct {kappa_direct:.3f}")
print(f"static permittivity, formula {kappa_formula:.3f}")
print(f"displacement field D "
      f"{EPS0 * kappa_direct * FIELD * TO_UC:.3f} uC/cm^2")
print("-- neglected effects")
print(f"force nonlinearity at working field {100 * nonlinear:.4f} %")
print(f"temperature {TEMPERATURE:.0f} K")
print(f"masses: cation {M_CATION:.1f} u, anion group {M_ANIONS:.1f} u")
print(f"phonon energy {const.hbar * omega / const.e * 1000:.1f} meV")
print(f"rms displacement {rms * 1000:.2f} pm")
print(f"thermal change of Born charge "
      f"{100 * (thermal_charge / berry - 1):.2f} %")
print(f"interband tunnelling exponent {zener:.1f}")
print(f"film {THICKNESS:.1f} nm; electrode barrier {BARRIER:.1f} eV")
for m in (0.1, 0.2):
    print(f"electrode transmission, mass {m:.1f} m_e: "
          f"{electrode_transmission(m):.2e}")
print(f"rough breakdown field {BREAKDOWN * 10:.0f} MV/cm")
print(f"working field / breakdown field {FIELD / BREAKDOWN:.2f}")
print("done: every assertion held")
```

Output:

```
period 0.40 nm; cell volume 0.033 nm^3
gap 6.0 eV; hopping 2.0 eV; decay 7.0 /nm
electrons per cell 4; cation core charge 4.0 e
repulsion spring 1700 eV/nm^2; k points 30
working macroscopic field 2.0 MV/cm
voltage around k-mesh ring 2.40 V
-- Born charge of cation, centrosymmetric crystal
electrons carried by cation 0.4757
static charge 3.5243 e
bond-transfer charge 1.6579 e
closed formula 5.1822 e
Berry phase, dense mesh 5.1822 e
open-chain force, cation 5.1822 e
open-chain force, anion group -5.1822 e
30-point mesh: dipole slope 5.18262 e
30-point mesh: force slope 5.18263 e
30-point mesh: mixed difference 5.18256 e
30-point mesh error 0.009 %
-- polar crystal, displacement 10 pm
no repulsion: dipole slope 5.16408 e
no repulsion: force slope 5.16408 e
repulsion 2.0 eV: dipole slope 5.15751 e
repulsion 2.0 eV: force slope 5.15752 e
repulsion 2.0 eV: mixed 5.15744 e
force at zero field, with repulsion -9.035 eV/nm
-- electrical boundary condition and lattice response
electronic permittivity, formula 4.5552
electronic permittivity, 30-point mesh 4.5399
force per D/eps0 1.14158 e
Born charge / permittivity 1.14158 e
polarisation change for 1 pm 2.516 uC/cm^2
linear force at working field 1.0364 eV/nm
lattice stiffness at fixed E 903.3 eV/nm^2
relaxed displacement 1.1474 pm
relaxed polarisation 3.514 uC/cm^2
static permittivity, direct 20.843
static permittivity, formula 20.845
displacement field D 3.691 uC/cm^2
-- neglected effects
force nonlinearity at working field -0.0002 %
temperature 358 K
masses: cation 178.5 u, anion group 32.0 u
phonon energy 37.3 meV
rms displacement 6.18 pm
thermal change of Born charge -0.14 %
interband tunnelling exponent 166.3
film 5.0 nm; electrode barrier 1.5 eV
electrode transmission, mass 0.1 m_e: 1.10e-07
electrode transmission, mass 0.2 m_e: 1.44e-10
rough breakdown field 5 MV/cm
working field / breakdown field 0.40
done: every assertion held
```
